# Stability of uniform polarization against modulation in an antiferroelectric Landau model

## Problem

A large crystal has a polarization $P(x)$ that points along $z$ and varies along $x$. In a field $E$ along $z$ its energy density is the average over $x$ of

$$
f=\frac a2P^2+\frac b4P^4-\frac g2\left(\frac{dP}{dx}\right)^2+\frac h2\left(\frac{d^2P}{dx^2}\right)^2-EP ,
$$

with $b,g,h>0$. The negative gradient term favours modulation, and the term with $h$ limits its wavenumber. Define the gradient energy gain $D=g^2/(4h)$ and let $0<a<D$. Temperature and all coefficients are held fixed while the field changes.

**(a)** Show that, as $E$ rises from zero, the uniform state becomes stable against small modulations at

$$
P_c^2=\frac{D-a}{3b},\qquad E_c=\frac{P_c(2a+D)}{3}.
$$

**(b)** Discuss the limits $a\to D$ and $a\to0$, and find how $E_c$ changes with $a$. What happens if $a$ is negative?

**(c)** Local stability does not ensure lowest energy. For which $a/D$ does the uniform state at $E_c$ have a modulated state of lower energy arbitrarily close to it?

**(d)** Evaluate the threshold for a film with $a=0.012$ and $D=0.020$ MV cm/µC, $b=3.0\times10^{-6}$ MV cm$^5$/µC$^3$ and a preferred period of 2.5 nm. Determine the character of the transition.

**(e)** The film is 200 nm thick, with $z$ along its normal. Estimate the effects of electrostriction, warming by 25 K, imperfect electrodes and breakdown.

## Solution

### (a) The stability limit

Since $P$ points along $z$ and varies along $x$, its divergence vanishes. The modulation therefore creates no bound charge in the bulk, and $E$ can be treated as uniform.

For a uniform state $P_0$ the gradient terms vanish, and $\partial f/\partial P=0$ gives

$$
E=aP_0+bP_0^3 .
$$

Its slope $dE/dP_0=a+3bP_0^2$ is positive because $a>0$. Each field thus has one uniform state, and $P_0$ grows steadily with $E$.

Now set $P=P_0+u(x)$. Expanding the powers gives

$$
\begin{aligned}
f-f_0={}&(aP_0+bP_0^3-E)u+\tfrac12(a+3bP_0^2)u^2+bP_0u^3+\tfrac b4u^4\\
&-\tfrac g2u'^2+\tfrac h2u''^2 .
\end{aligned}
$$

The linear term is zero by the field equation. For $u=A\cos qx$, the averages of $u^2$, $u'^2$ and $u''^2$ are $A^2/2$, $q^2A^2/2$ and $q^4A^2/2$. To second order in $A$,

$$
\langle f-f_0\rangle=\frac{K(q)}4A^2,\qquad K(q)=a+3bP_0^2-gq^2+hq^4 .
$$

A general small disturbance is a sum of such waves. Products of waves with different $q$ average to zero, so the state is stable if $K(q)>0$ for every $q$.

Completing the square gives

$$
-gq^2+hq^4=h\left(q^2-\frac g{2h}\right)^2-\frac{g^2}{4h}
=h(q^2-q_0^2)^2-D,\qquad q_0^2=\frac g{2h}.
$$

The smallest $K$ occurs at $q_0$, where $K(q_0)=a+3bP_0^2-D$. At zero field $P_0=0$ and $K(q_0)=a-D<0$, so the uniform state is unstable. It becomes stable when $3bP_0^2$ exceeds $D-a$, which gives

$$
P_c^2=\frac{D-a}{3b}.
$$

The corresponding field follows from the uniform law:

$$
E_c=P_c(a+bP_c^2)=P_c\left(a+\frac{D-a}3\right)=\frac{P_c(2a+D)}3 .
$$

Because $P_0$ grows with $E$, the state remains locally stable at all larger fields.

The field does not weaken the gradient gain. It polarizes the crystal, and the quartic term then makes further changes of $P$ more costly. At $P_c$ this added stiffness, $3bP_c^2$, supplies the missing $D-a$. The shape of the gradient function does not matter here: any function of $q$ with minimum $-D$ gives the same threshold.

### (b) Limits and dependence on $a$

As $a\to D$, both $P_c$ and $E_c\simeq DP_c$ go to zero, because the modulation is barely favoured even without a field. As $a\to0$, $P_c\to\sqrt{D/(3b)}$ and $E_c\to DP_c/3$.

Between these limits, square the threshold field:

$$
E_c^2=\frac{(D-a)(2a+D)^2}{27b}.
$$

Taking the logarithmic derivative at fixed $D$ and $b$,

$$
\frac2{E_c}\frac{dE_c}{da}=-\frac1{D-a}+\frac4{2a+D}
=\frac{3(D-2a)}{(D-a)(2a+D)} .
$$

With $E_c=P_c(2a+D)/3$ this becomes

$$
\frac{dE_c}{da}=\frac{P_c(D-2a)}{2(D-a)} .
$$

The threshold field is largest at $a=D/2$. A larger $a$ lowers the polarization that must be reached, but also raises the field needed to reach a given polarization. The second effect wins below $D/2$ and the first above it.

If $a<0$, the uniform law no longer gives a single state at small fields, but the stability condition still applies to the strongly polarized branch. For $a<-D/2$ the formula gives $E_c<0$. The polarized state then remains locally stable after the field is removed: at $E=0$ it has $P_0^2=-a/b$, so $K(q_0)=-2a-D>0$.

### (c) Energy beyond second order

At threshold the wave $A\cos q_0x$ costs no energy to second order. The cubic term couples it to a shift $m$ of the mean and to a second harmonic, so take

$$
u=A\cos q_0x+m+B\cos2q_0x ,
$$

with $m$ and $B$ of order $A^2$. The field is fixed, so the mean may change.

The stiffnesses at threshold are $K(0)=a+3bP_c^2=D$ and, since $D=hq_0^4$,

$$
K(2q_0)=D-D+h(4q_0^2-q_0^2)^2=9hq_0^4=9D .
$$

The quadratic energy is therefore $Dm^2/2+9DB^2/4$. In the cubic average, $\langle\cos^3q_0x\rangle=0$, $\langle\cos^2q_0x\rangle=1/2$ and $\langle\cos^2q_0x\cos2q_0x\rangle=1/4$. With $\langle\cos^4q_0x\rangle=3/8$, the energy through order $A^4$ is

$$
\Delta f=\frac D2m^2+\frac{9D}4B^2+bP_c\left(\frac32mA^2+\frac34BA^2\right)+\frac{3b}{32}A^4 .
$$

Setting the derivatives with respect to $m$ and $B$ to zero gives

$$
m=-\frac{3bP_cA^2}{2D},\qquad B=-\frac{bP_cA^2}{6D}.
$$

At such a minimum the energy gained is half the linear coupling term. The gains are $9b^2P_c^2A^4/(8D)$ from $m$ and $b^2P_c^2A^4/(16D)$ from $B$. Hence

$$
\Delta f=bA^4\left[\frac3{32}-\frac{19}{16}\frac{bP_c^2}{D}\right]
=bA^4\left[\frac3{32}-\frac{19(D-a)}{48D}\right].
$$

A third harmonic has amplitude of order $A^3$, so it changes the energy only at order $A^6$. A change of wavenumber also enters at that order, because $K$ is stationary at $q_0$.

The bracket is negative if $(D-a)/D>9/38$, that is, if

$$
a<\frac{29}{38}D\approx0.763D .
$$

A nearby modulated state then has lower energy at $E_c$. By continuity this remains true slightly above $E_c$, where the uniform state is metastable. The transition at fixed field is of first order.

For $29D/38<a<D$ the bracket is positive, and the local expansion describes a continuous transition. It cannot by itself exclude a distant state of lower energy. A numerical solution for $a=0.9D$ supports the continuous picture: as the mean polarization rose from 5% to 99.5% of $P_c$, the field along the modulated branch rose steadily and stayed below $E_c$.

The border was also tested numerically, using modulated states whose mean polarization was 0.2% below $P_c$. This gave $a/D=0.7625$, against $29/38=0.7632$. The number $29/38$ relies on $K(2q_0)=9D$, and hence on the assumed gradient terms, unlike the threshold in part (a). It also relies on modulation along one direction only. If $P$ can vary along $y$ as well, with gradient terms isotropic in the $xy$ plane, three waves at 120° give an energy term of order $A^3$. A hexagonal state then lies below the uniform state at $E_c$ even above the border, by about 0.04 J/cm³ at $a=0.9D$ with the $b$ and $D$ of part (d), and the transition is of first order. The results of parts (c) and (d) apply when anisotropy selects a single direction.

### (d) The film

In these units, 1 MV/cm times 1 µC/cm² is 1 J/cm³. The threshold is

$$
P_c^2=\frac{0.020-0.012}{3(3.0\times10^{-6})}=888.9\ (\mu\mathrm{C/cm^2})^2,
\qquad P_c=29.8\ \mu\mathrm{C/cm^2},
$$

$$
E_c=\frac{29.81(0.024+0.020)}3=0.437\ \mathrm{MV/cm}=4.37\times10^7\ \mathrm{V/m}.
$$

Across 200 nm this field corresponds to 8.75 V. The period fixes $q_0=2\pi/(2.5\ \mathrm{nm})=2.513$ nm$^{-1}$, but does not enter $P_c$ or $E_c$ once $D$ is given.

The limit was tested by diagonalizing the second-derivative matrix of the energy on a ring ten periods long, with 200 points. The lowest eigenvalue vanished at 29.812 µC/cm² and 0.4372 MV/cm, and its eigenvector had ten periods.

Here $a/D=0.60$, below $29/38$, so the transition is of first order. A numerical modulated state with six harmonics and an optimized period lies 0.236 J/cm³ below the uniform state at $E_c$. The two energies become equal at 0.462 MV/cm, which is 5.6% above $E_c$. At that field the mean polarization jumps from 22.1 to 31.0 µC/cm².

The modulated state at coexistence has a first harmonic of 41.0 and a second harmonic of $-0.9$ µC/cm². Its polarization therefore runs from about $22.1+41.0-0.9=62$ to $22.1-41.0-0.9=-20$ µC/cm². Wide variations, including reversed regions, survive until the jump.

The modulated branch ends at a higher field, which one harmonic suffices to estimate. Let the mean be $M$ and the amplitude $A$:

$$
\langle f\rangle=\frac a2M^2+\frac b4M^4+\frac{a-D+3bM^2}{4}A^2+\frac{3b}{32}A^4-EM .
$$

Minimizing over $A^2$ gives $A^2=4(D-a-3bM^2)/(3b)$. The derivative with respect to $M$ then gives

$$
E=aM+bM^3+\frac32bMA^2=(2D-a)M-5bM^3 .
$$

This field is largest at $M^2=(2D-a)/(15b)$, or $M=24.9$ µC/cm², where

$$
E=\frac23(2D-a)M=\frac23(0.028)(24.94)=0.466\ \mathrm{MV/cm}.
$$

The calculation with six harmonics gives 0.472 MV/cm. Within this family of states, the modulated order can persist up to 0.472 MV/cm on a rising field, and the uniform order down to 0.437 MV/cm on a falling field. Thus $E_c$ is the lower edge of the hysteresis, not the equilibrium switching field.

### (e) Effects outside the model

Each estimate below changes one thing and holds the other parameters fixed. The material inputs are rough.

**Electrostriction.** The polarization favours a strain $QP^2$ along $z$. This strain cannot follow a modulation along $x$: a displacement $z\,s(x)$ would produce a shear $z\,ds/dx$ that grows with $z$. In a film much thicker than the period, the strain $s$ is therefore nearly uniform. If $b$ is defined at zero stress, the extra energy is $\frac C2\langle(s-QP^2)^2\rangle$, where $C$ is the stiffness. Minimizing over $s$ gives $s=Q\langle P^2\rangle$ and leaves $\frac C2Q^2$ times the variance of $P^2$.

For $P=P_0+A\cos qx$, the leading variation of $P^2$ is $2P_0A\cos qx$, with variance $2P_0^2A^2$. The energy $CQ^2P_0^2A^2$ adds $4CQ^2P_0^2$ to $K(q)$, so

$$
P^2=\frac{D-a}{3b+4CQ^2}.
$$

The uniform law is unchanged because the variance then vanishes. With $C=100$ GPa and $Q=0.03$ m$^4$/C$^2$, $4CQ^2=3.6\times10^{-6}$, against $3b=9.0\times10^{-6}$ MV cm$^5$/µC$^3$. The threshold moves to 25.2 µC/cm² and 0.350 MV/cm, a field 20% below $E_c$. The shift depends on $CQ^2$ and is sensitive to the rough inputs: $Q=0.05$ m$^4$/C$^2$ gives a field 38% below $E_c$. This estimate omits the other strain components. The coexistence field in part (d) does not include electrostriction. It falls too, to about 0.39 MV/cm for $Q=0.03$ m$^4$/C$^2$, because this strain energy raises the modulated state and leaves the uniform state unchanged. The transition remains of first order.

**Warming.** If $a$ follows a Curie–Weiss law with Curie constant $1.5\times10^5$ K, warming by 25 K raises it by $25\ \mathrm K/(\varepsilon_0\times1.5\times10^5\ \mathrm K)=0.00188$ MV cm/µC. The threshold becomes 26.1 µC/cm² and 0.415 MV/cm, so the field at the stability limit falls by 5.1%. The sign agrees with part (b), since $a>D/2$. The coexistence field falls further, by about 9% to 0.420 MV/cm.

**Electrodes.** Let each electrode have an effective screening length $\ell=0.01$ nm. The polarization charge causes a voltage drop $\ell P/\varepsilon_0$ at each one, so the applied field must exceed the field in the film by

$$
\frac{2\ell P_c}{\varepsilon_0t}=0.034\ \mathrm{MV/cm},
$$

where $t=200$ nm. This drop is 7.7% of $E_c$, or about 0.67 V, but it is not the net shift of the threshold. Imperfect screening also makes the surface charge of the modulation cost energy, which lowers $P_c$ and the field needed inside the film. The two effects oppose each other, but in a film this thick the second is the smaller. The soft wave can fade towards the electrodes as $\sin(\pi z/t)$, which removes its surface charge and adds at most $(\pi/q_0t)^2/\varepsilon_0=4.4\times10^{-4}$ MV cm/µC to $K$, apart from a small gradient cost along $z$. Cancelling the drop would take $8.5\times10^{-4}$ MV cm/µC. The applied threshold field therefore rises, by between about 0.016 and 0.034 MV/cm, and lies near the upper value when the background permittivity is well above 1.

**Breakdown.** For a rough breakdown field of 1 MV/cm, the upper end of the modulated branch found in part (d), without electrostriction, lies at 47% of breakdown. A leaky or defective film may have less margin.

The threshold field and polarization have the order of magnitude found in lead-zirconate-based antiferroelectric films, but the parameters do not describe a particular composition. In the model the mean polarization is already 22 µC/cm² before the jump and then rises by only about 9 µC/cm², whereas an ideal antiferroelectric has little mean polarization before it switches. Of the effects sized here, the strain constraint moves the threshold most. Domain nucleation, defects and thermal fluctuations of the soft wave are not sized, so the calculated hysteresis width should not be taken as a prediction for a real loop. The full values are listed in the numerical output.

## Numbers as computed

```
a = 0.012 MV cm/uC, D = 0.020 MV cm/uC, a/D = 0.60
b = 3.00e-06 MV cm^5/uC^3
modulation period = 2.50 nm, q0 = 2.5133 1/nm
g = 6.3326e-03 nm^2 MV cm/uC
h = 5.0127e-04 nm^4 MV cm/uC
threshold P^2 = 888.89 (uC/cm2)^2
threshold polarization P_c = 29.814 uC/cm2 = 0.2981 C/m2
threshold field E_c = 0.4373 MV/cm = 4.373e+07 V/m
  linear part a P_c = 0.3578 MV/cm
  cubic part b P_c^3 = 0.0795 MV/cm
ring Hessian: P_c = 29.812 uC/cm2, E_c = 0.4372 MV/cm
first-order border a/D: formula 0.7632, numerical 0.7625
modulated minus uniform energy at E_c = -2.3596e-01 J/cm3
coexistence field = 0.4616 MV/cm
  ratio to E_c = 1.0555
  mean P, modulated state = 22.10 uC/cm2
  first-harmonic amplitude = 41.01 uC/cm2
  second-harmonic amplitude = -0.92 uC/cm2
  period, modulated state = 2.508 nm
  P, uniform state = 31.01 uC/cm2
upper limit of modulated state = 0.4717 MV/cm
  ratio to E_c = 1.0788
rough stiffness = 100 GPa, rough Q = 0.03 m4/C2
  3b = 9.00e-06, 4CQ^2 = 3.60e-06 MV cm^5/uC^3
  with electrostriction: P = 25.20 uC/cm2, E = 0.3504 MV/cm
  change of threshold field = -19.9 %
rough Curie constant = 1.5e+05 K, warming = 25 K
  rise of a = 0.00188 MV cm/uC
  after warming: P = 26.07 uC/cm2, E = 0.4151 MV/cm
  change of threshold field = -5.1 %
film thickness = 200 nm, voltage at E_c = 8.75 V
rough effective screening length per electrode = 0.010 nm
  extra applied field = 0.0337 MV/cm = 7.7 % of E_c
rough breakdown field = 1.0 MV/cm
  upper modulated limit / breakdown = 0.47
```
